\section*{How one EUV photon can activate several acid generators}

\section{Definitions and conventions}

An acid generator is a molecule in a photoresist that releases an acid when it is activated. Here each generator can release one acid. The acid yield $\phi$ is the mean number of acids formed per photon absorbed anywhere in the film. The denominator therefore counts absorbed photons, not incident photons, and includes those absorbed by the polymer.

The primary act is what the absorbed photon does directly: it excites or ionizes one absorber. The primary yield of a given process is the fraction of absorbed photons whose primary act is that process. The acid yield is different, because it counts final products.

Energies are in electronvolts. The photon energy is $h\nu$, and $I$ is the energy needed to free a valence electron from the resist. A single value of $I$ is a simplification: the valence levels of an organic molecule span roughly 9 to 40 eV in binding energy, and a photon of sufficient energy can ionize any of them. After photoionization the electron has kinetic energy
\begin{equation}
E=h\nu-I .
\end{equation}
Let $K$ be the number of further ionizations caused by this electron and its descendants, and $N$ the total number of freed electrons. The photoelectron counts as one and each further ionization adds one, so $N=K+1$. A bar denotes an average over many absorbed photons.

\section{The belief and its appeal}

The belief is that a film cannot form more than one acid per absorbed photon, because one photon can activate only one molecule. It rests on a sound law. In ordinary one-photon absorption, each photon is taken up in one primary act. If the possible primary acts are labelled $i$, every absorbed photon falls into one class, so the primary yields satisfy
\begin{equation}
\sum_i \phi_i^{\rm primary}=1,\qquad \phi_i^{\rm primary}\le 1 .
\end{equation}

Suppose that the generator itself absorbs the light, and that an excited generator releases one acid or none without affecting its neighbours. Each acid then belongs to a different absorbed photon, and $\phi\le1$ follows. A photon of wavelength 193 nm has 6.42 eV. With the value $I=10$ eV used below it cannot ionize the resist, so this simple counting is a natural description.

The step from the primary yield to the acid yield used an extra premise: no primary act leads to several activations. At 13.5 nm the photon has 91.84 eV, and the premise fails. The primary act is still a single ionization, but its product is a fast electron that can ionize other molecules. The one-photon law says nothing about how many reactions that electron may start.

Energy conservation does limit the number, but it does not set the limit at one. Nor does a large photon energy guarantee a large yield. A mechanism must divide the energy, and the products must reach generators before they are lost. Both parts can be calculated in a simple model.

\section{What energy conservation allows}

Consider an isolated absorption in a fresh organic resist, by valence ionization and without Auger decay. Each further ionization uses an effective energy $B>I$, which includes the non-ionizing losses that accompany it. An electron with energy below $B$ is taken to ionize no more. This is a model of the average cost, not a microscopic threshold law. Define
\begin{equation}
x=\frac{E}{B}=\frac{h\nu-I}{B}.
\end{equation}

When the cascade has ended, the $K+1$ electrons have residual energies $\epsilon_j$ with $0\le\epsilon_j<B$. The energy balance is
\begin{equation}
E=KB+\sum_{j=1}^{K+1}\epsilon_j .
\label{balance}
\end{equation}
Since the residual energies are not negative, $KB\le E$. Since each is below $B$, $E<KB+(K+1)B=(2K+1)B$. Division by $B$ gives
\begin{equation}
\frac{x-1}{2}<K\le x .
\label{bounds}
\end{equation}
These bounds do not depend on how the electrons share their energy.

Take the round parameters $I=10$ eV and $B=16$ eV. Then $E=91.84-10=81.84$ eV and $x=81.84/16=5.115$. Equation (\ref{bounds}) becomes $2.058<K\le5.115$, so $K$ is 3, 4 or 5 and $N$ is 4, 5 or 6. Within this model, every such absorption frees at least four electrons. The minimum of four requires $x\ge5$, or $I\le91.84-5\times16=11.84$ eV. Ionization from a deeper valence level leaves a slower photoelectron: with $I=20$ eV, $x=4.49$ and $N$ is 3, 4 or 5. One primary act and several freed electrons are compatible.

The opposite case is also instructive. A 20 eV photon carries twice the ionization energy, but its photoelectron has only 10 eV, which is less than $B$. It frees no second electron. Having enough energy for two events of cost $I$ is not the same as having a process that produces both.

\section{The mean number of electrons}

The bounds give a range. A mean requires a rule for energy sharing. Assume that after each ionization the remaining energy is divided uniformly between the two outgoing electrons. In units of $B$, an electron of energy $x+1$ uses one unit and leaves $x$. One outgoing electron receives $y$, with probability density $1/x$ on $0<y<x$, and the other receives $x-y$. Hence
\begin{align}
\bar N(x+1)&=\frac1x\int_0^x\left[\bar N(y)+\bar N(x-y)\right]dy\nonumber\\
&=\frac2x\int_0^x\bar N(y)\,dy .
\label{mean}
\end{align}
The two terms are equal because the substitution $y\to x-y$ turns one into the other. The starting condition is $\bar N(x)=1$ for $x<1$.

For $0<x<1$ the integral is $x$, so $\bar N(x+1)=2$. For $1\le x\le2$ it is $1+2(x-1)=2x-1$, so $\bar N(x+1)=4-2/x$. Written with the electron's own energy as argument, this is
\begin{equation}
\bar N(x)=4-\frac{2}{x-1},\qquad 2\le x\le3 .
\end{equation}
At $x=2.5$ it gives $4-2/1.5=2.6667$, which agrees with the numerical solution of (\ref{mean}).

At larger energies a simple law emerges. The function $C(x+1)$ satisfies (\ref{mean}) for any constant $C$, since
\begin{equation}
\frac2x\int_0^x C(y+1)\,dy=\frac{2C}{x}\left(\frac{x^2}{2}+x\right)=C(x+2).
\end{equation}
The starting condition fixes $C$. To find it, define for $s>0$
\begin{equation}
F(s)=\int_0^\infty \bar N(x+1)e^{-sx}\,dx .
\end{equation}
Multiply (\ref{mean}) by $x$ and take the Laplace transform. The factor $x$ becomes $-d/ds$, and the integral from 0 to $x$ becomes division by $s$:
\begin{equation}
-F'=\frac2s\int_0^\infty\bar N(x)e^{-sx}dx
=\frac2s\left[\frac{1-e^{-s}}{s}+e^{-s}F\right].
\end{equation}
The first term in brackets comes from $0<x<1$, where $\bar N=1$; the second comes from $x>1$ after a shift by one. Rearranged,
\begin{equation}
F'+\frac{2e^{-s}}{s}F=-\frac{2(1-e^{-s})}{s^2}.
\label{ode}
\end{equation}

Introduce
\begin{equation}
\beta(s)=\exp\left[-2\int_0^s\frac{1-e^{-u}}{u}\,du\right],
\quad
\beta'=-\frac{2(1-e^{-s})}{s}\beta .
\end{equation}
Then $(s^2\beta)'=2s\beta-2s(1-e^{-s})\beta=2se^{-s}\beta$, so $s^2\beta$ is the integrating factor of (\ref{ode}). Multiplication gives
\begin{equation}
(s^2\beta F)'=-2(1-e^{-s})\beta=s\beta' .
\end{equation}
At large $s$, $\beta$ falls as $s^{-2}$ and $F$ tends to zero, so $s^2\beta F$ vanishes there. Integrating from $s$ to infinity, and integrating the right side by parts, yields
\begin{equation}
s^2\beta F=s\beta+J(s),\qquad J(s)=\int_s^\infty\beta(t)\,dt .
\end{equation}
Thus $F=1/s+J/(s^2\beta)$. Near $s=0$, $\beta=1-2s+O(s^2)$ and $J=C-s+O(s^2)$, where
\begin{equation}
C=\int_0^\infty\beta(t)\,dt=0.747598 .
\end{equation}
It follows that $J/\beta=C+(2C-1)s+O(s^2)$ and
\begin{equation}
F=\frac{C}{s^2}+\frac{2C}{s}+O(1).
\end{equation}
The two singular terms are the transform of $C(x+2)$. The remainder has no singularity at finite $s$, because $\beta$ and $J$ are entire and $\beta$ has no zero. At large imaginary part and bounded real part, $\beta$ is again proportional to $s^{-2}$ at leading order, and its integral $J$ to $s^{-1}$. Hence $J/(s^2\beta)$, and with it the remainder, falls as $1/|s|$. The inversion contour can therefore be moved to any vertical line ${\rm Re}\,s=-a$, which makes the correction decay at least as fast as $e^{-ax}$, for every fixed $a>0$. Thus, at large $x$,
\begin{equation}
\bar N\simeq C(x+1)=C\,\frac{h\nu-I+B}{B}.
\label{linear}
\end{equation}

For the example, (\ref{linear}) gives $0.747598\times6.115=4.572$. The numerical solution of (\ref{mean}) gives 4.571, so the large-energy law is already accurate here. Its slope means that one more electron is freed, on average, for each additional $B/C=16/0.7476=21.4$ eV of photon energy.

The energy balance shows where the rest goes. On average $\bar K=3.571$ further ionizations use $3.571\times16=57.1$ eV. With the first 10 eV this accounts for 67.1 eV. The remaining 24.7 eV is residual kinetic energy, about 5.4 eV per electron.

Uniform sharing is an assumption, so a very unequal rule was also simulated: one electron receives the fraction $u^4$ of the available energy, with $u$ uniform between 0 and 1. The mean rises to about 4.9 electrons, and all simulated cascades obey the bounds (\ref{bounds}). By (\ref{balance}), more ionizations at the same $E$ mean that less energy is left in electrons too slow to ionize: here $81.84-3.9\times16=19.4$ eV instead of 24.7 eV.

\section{From electrons to acids}

A freed electron is not yet an acid. Assume that a slowed electron is captured by a generator at rate $k_c$ or lost, for example by recombination, at rate $k_l$. The probability that it is still free at time $t$ is $e^{-(k_c+k_l)t}$. Its chance of capture is therefore
\begin{equation}
p=\int_0^\infty k_c e^{-(k_c+k_l)t}\,dt=\frac{k_c}{k_c+k_l}.
\end{equation}
Capture is assumed to cleave the generator without further photon energy. The acid also needs a proton, which is taken to come from an ionized matrix molecule. The cascade makes $N$ such positive ions, one per electron. Recombination removes one electron and one ion together, so the ions that remain are at least as many as the captured electrons. If some of them fail to supply a proton, the yield can be lower than calculated here. Direct excitation of generators by fast electrons is left out.

Let $m$ generators lie within reach, and let each capture fall on one of them at random. A second capture by the same generator is wasted. A given generator escapes one electron with probability $1-p/m$, and it escapes all $N$ with probability $(1-p/m)^N$. Summing the activation probabilities of the $m$ generators gives $m[1-(1-p/m)^N]$ acids on average at fixed $N$.

To average over $N$, let $P_n(x)$ be the probability that $N=n$, and define $G(s)=\sum_nP_ns^n$; from here on $s$ is the argument of this sum. The two outgoing electrons develop independently, so a total of $n$ arises from $j$ in one branch and $n-j$ in the other:
\begin{equation}
P_n(x+1)=\frac1x\int_0^x\sum_{j=1}^{n-1}P_j(y)P_{n-j}(x-y)\,dy ,
\end{equation}
with $P_1=1$ for $x<1$. The acid yield is
\begin{equation}
\phi=m\left[1-G\!\left(1-\frac pm\right)\right].
\label{yield}
\end{equation}

Two limits show what this contains. For $m\to\infty$ at fixed $p$, $(1-p/m)^N=1-Np/m+O(m^{-2})$, and $\phi\to p\bar N$: no capture is wasted. For $m=1$, $\phi=1-G(1-p)\le1$: several electrons cannot produce several acids if only one generator is within reach. In general $1-(1-q)^N\le Nq$ for $0\le q\le1$, because the chance of at least one success cannot exceed the expected number of successes. With $q=p/m$ this gives
\begin{equation}
\phi\le p\bar N .
\label{upper}
\end{equation}

The mean does not show what individual photons do. No acid forms if every electron is lost, which has probability
\begin{equation}
P_{\rm none}=G(1-p).
\end{equation}
One acid forms if at least one electron is captured and all captures fall on the same generator. For a chosen generator, each electron must be lost or captured there, with probability $1-p+p/m$; the case of no capture must then be subtracted. The $m$ choices exclude one another, so
\begin{equation}
P_{\rm one}=m\left[G\!\left(1-p+\frac pm\right)-G(1-p)\right].
\end{equation}
The probability of several acids is $1-P_{\rm none}-P_{\rm one}$.

\section{The number that refutes the belief}

Let the capture and loss rates be equal, so $p=0.5$, and let $m=20$. At a generator density of $0.30\ {\rm nm}^{-3}$, twenty generators occupy $20/0.30=66.7\ {\rm nm}^3$, the volume of a sphere of radius 2.5 nm. These are round model parameters, not those of a particular resist.

The distribution at 91.84 eV is $P_4=0.4309$, $P_5=0.5670$ and, from normalization, $P_6=0.0021$. Since $1-p/m=0.975$,
\begin{align}
G(0.975)&=0.4309(0.975)^4+0.5670(0.975)^5\nonumber\\
&\quad+0.0021(0.975)^6=0.8908,\\
\phi&=20(1-0.8908)=2.18 .
\end{align}
The simple product $p\bar N$ is 2.29. The difference, about 0.10 acid per photon, is the loss from repeated capture by the same generator.

For individual absorptions,
\begin{align}
P_{\rm none}&=G(0.5)=0.0447,\\
P_{\rm one}&=20\left[G(0.525)-G(0.5)\right]=0.2142 .
\end{align}
Several acids therefore form with probability 0.741. In this model about three absorptions in four do what the belief declares impossible, although each begins with one primary act.

The formulas were tested against a simulation of 100\,000 absorptions that follows each electron, draws its capture and loss times, and records which generators are activated. It gives 2.187 acids per photon, against 2.184 from (\ref{yield}). Its probability of several acids is 0.7437, against 0.7411; the difference is about two standard errors of the simulation. The program also checks the mean number of electrons, the probabilities of four and five electrons, and the probabilities of no acid and of one acid against the same simulation.

The photon energy spent per acid is $91.84/2.184=42$ eV. This is an average that includes ionization, other losses and electrons that activate nothing. It is not the energy needed to activate one generator.

\section{When the yield stays below one}

The cascade makes a yield above one possible, not certain. By (\ref{upper}), $\phi>1$ requires $p>1/\bar N=1/4.571=0.219$. Repeated captures raise the requirement slightly: setting $\phi=1$ in (\ref{yield}) gives $p=0.223$. In terms of rates, $k_c/k_l=p/(1-p)=0.29$. If capture is slower than this relative to loss, the mean yield is below one even though each photon still frees four or more electrons. A measured yield below one therefore does not show that the cascade is absent.

Lower photon energies separate the two conditions, with $p=0.5$ and $m=20$ unchanged. At 20 eV there is one electron, and (\ref{yield}) reduces to $\phi=p=0.5$. At 30 eV the photoelectron has 20 eV, which allows one further ionization. With $N=2$,
\begin{equation}
\phi=m\left[1-\left(1-\frac pm\right)^2\right]=2p-\frac{p^2}{m}=0.988 .
\end{equation}
The mean is just below one, yet some photons give two acids: both electrons must be captured, by different generators, with probability $p^2(1-1/m)=0.25\times0.95=0.24$. At 60 eV the mean number of electrons is 3.07 and the yield is 1.50. As the energy rises, the cascade opens and the mean yield passes one, while the primary act remains a single ionization.

The effective cost $B$ matters too. A second electron requires $E\ge B$, or $h\nu\ge I+B$. If losses made $B$ larger than 81.84 eV, a 13.5 nm photon would free only its photoelectron in this model, and the yield could not exceed one. The refutation thus depends on ionization by the photoelectron and its descendants being efficient enough, not on photon energy alone.

Dose sets another condition. The calculation treats one absorption surrounded by unused generators. Let $n_a$ be the number of absorbed photons per unit volume and $\rho$ the initial generator density. Since each generator gives at most one acid, the yield averaged over the exposure satisfies
\begin{equation}
\phi_{\rm exposure}\le\frac{\rho}{n_a}.
\end{equation}
With $\rho=0.30\ {\rm nm}^{-3}$, an average above one is impossible once $n_a$ reaches $0.30\ {\rm nm}^{-3}$. The isolated-event value applies at much smaller doses. It is enough that the reaction volumes rarely overlap. Two equal spheres overlap when their centres are closer than two radii, which is a volume eight times that of one sphere, so $n_a$ well below $1/(8\times66.7)=0.0019\ {\rm nm}^{-3}$ ensures this. This condition is sufficient but not necessary: one absorption uses only about two of its twenty generators, so overlap lowers the yield only slightly as long as $n_a\phi\ll\rho$. At fixed $p$, a generator lies within reach of $n_am/\rho$ absorptions on average, each of which activates it with probability $\phi/m$. For randomly placed absorptions it therefore survives with probability about $e^{-n_a\phi/\rho}$, and $\phi_{\rm exposure}\approx(\rho/n_a)\left(1-e^{-n_a\phi/\rho}\right)$. Lithographic exposures are not in the isolated-event regime: 30 mJ cm$^{-2}$ at 13.5 nm is about 20 photons per nm$^2$, and an absorption coefficient near 5 $\mu$m$^{-1}$ then gives $n_a\approx0.1\ {\rm nm}^{-3}$, where this estimate falls from 2.18 to about 1.55. The upper limit $\rho/n_a$ comes from the supply of generators. It is not a photochemical prohibition on one photon activating several of them.

\section*{Numbers as computed}
\begin{verbatim}
Photon energy at 13.5 nm: 91.84 eV
Photon energy at 193 nm: 6.42 eV
Ionization energy I: 10.0 eV
Energy per further ionization B: 16.0 eV
Photoelectron energy: 81.84 eV
Reduced energy x: 5.115 (no unit)
Lower bound on K, (x-1)/2: 2.058 (no unit)
Smallest possible N: 4 electrons
Largest possible N: 6 electrons
P(N=4): 0.4309 (no unit)
P(N=5): 0.5670 (no unit)
P(N=6): 2e-03 (no unit)
Mean N, recursion: 4.5713 electrons
Mean N, simulation: 4.5730 electrons
Mean N, unequal sharing: 4.906 electrons
Mean acids, unequal sharing: 2.339 per photon
Constant C: 0.747598 (no unit)
Mean N, linear law C(x+1): 4.5716 electrons
Mean N at x=2.5, recursion: 2.6667 electrons
Mean N at x=2.5, closed form: 2.6667 electrons
Generator density: 0.30 nm^-3
Generators within reach m: 20 (count)
Volume holding them: 66.7 nm^3
Radius of equal sphere: 2.52 nm
Capture rate / loss rate: 1.00 (no unit)
Capture probability p: 0.500 (no unit)
Mean captures p*N: 2.286 per photon
Mean acids, formula: 2.184 per photon
Mean acids, simulation: 2.187 per photon
Probability of no acid: 0.0447 (no unit)
Probability of one acid: 0.2142 (no unit)
Probability of several acids: 0.7411 (no unit)
Same, simulation: 0.7437 (no unit)
Photon energy per freed electron: 20.1 eV
Photon energy per acid: 42.0 eV
Critical p for mean yield one: 0.2232 (no unit)
Simulated yield at critical p: 1.005 per photon
At 20 eV: mean N 1.000 electrons, acids 0.500 per photon
At 30 eV: mean N 2.000 electrons, acids 0.988 per photon
At 60 eV: mean N 3.072 electrons, acids 1.496 per photon
\end{verbatim}
